\section*{Seebeck and conductivity tensors from Wannier bands without crossing or smearing artefacts}

\section{A crossing with no physics in it}

Take a chain of identical sites with spacing $a/2$ and nearest-neighbour hopping $-t$. Its one band is $\varepsilon(q)=-2t\cos(qa/2)$, with velocity
\begin{equation}
v(q)=\frac1\hbar\frac{d\varepsilon}{dq}=\frac{ta}{\hbar}\sin\frac{qa}{2}.
\end{equation}
Now describe the same chain with a cell of length $a$ holding two sites. The zone is halved and the band folds into two, which cross at $k=\pi/a$ with velocities $\pm ta/\hbar$. Nothing physical has changed.

A program that sorts eigenvalues sees $E_\pm=\pm2t|\cos(ka/2)|$. A central difference taken at the cusp $k=\pi/a$ gives zero velocity for both bands. With $N$ mesh points, one of them at the cusp, the average of $\sum_n(-f')v_n^2$ over the mesh therefore loses
\begin{equation}
\frac{2}{N}\,[-f'(0)]\left(\frac{ta}{\hbar}\right)^2 ,\qquad -f'(0)=\frac1{4k_BT}\quad(\mu=0).
\end{equation}
For $t=a=\hbar=1$, $k_BT=0.2$ and $N=40$ the loss is $2\times1.25/40=0.0625$. The computed averages are 0.31285 for the original chain and 0.25035 for sorted differences: a fifth of the conductivity is gone.

Velocities should therefore come from matrix elements, and at a degeneracy all elements within the degenerate space must be kept, because the diagonal ones alone depend on the eigenvectors chosen there. That cures this example, but two questions remain: what to do when the crossing is opened by a very small gap, and how to integrate over the narrow Fermi window without a broadening that enters the answer.

\section{The velocity matrix}

Let $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, so that $\hbar\mathbf v=\partial_{\mathbf k}H_{\mathbf k}$. Let $|u_n\rangle$ be smooth Bloch-like states spanning a group of bands separated by gaps from all others. Define
\begin{equation}
H_{nm}=\langle u_n|H_{\mathbf k}|u_m\rangle,\qquad \mathbf A_{nm}=i\langle u_n|\partial_{\mathbf k}u_m\rangle .
\end{equation}
Because the group is isolated, $H_{\mathbf k}|u_m\rangle=\sum_l|u_l\rangle H_{lm}$. Orthonormality gives $\langle\partial u_n|u_l\rangle=-\langle u_n|\partial u_l\rangle=i\mathbf A_{nl}$. The product rule then yields
\begin{equation}
\partial H=\hbar\mathbf v+i\mathbf AH-iH\mathbf A
\quad\Longrightarrow\quad
\hbar\mathbf v=\partial H+i[H,\mathbf A].
\label{eq:v}
\end{equation}
In the eigenbasis the commutator is $i(\varepsilon_n-\varepsilon_m)\mathbf A_{nm}$. It vanishes on the diagonal and within a degenerate space, so band velocities need only $\partial H$. Velocities between different energies also need $\mathbf A$.

The simplest way to keep everything is to interpolate $\mathbf v$ itself. On a coarse mesh of $N_c$ points one forms both matrices in the smooth gauge, then
\begin{equation}
X(\mathbf R)=\frac1{N_c}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}X(\mathbf k),\qquad
X(\mathbf k')=\sum_{\mathbf R}e^{i\mathbf k'\cdot\mathbf R}X(\mathbf R),
\end{equation}
for $X=H$ and $X=\mathbf v$. The eigenvectors of $H(\mathbf k')$ rotate both.

For the patterned film treated below, five points off the coarse mesh were compared with plane-wave results. The largest errors are $1.8\times10^{-6}$ meV in energy and $6.2\times10^{-7}$ nm/fs in velocity. Using $\partial H/\hbar$ alone gives an off-diagonal error up to 0.207 nm/fs, comparable with the band velocities, whose maximum along $x$ is 0.224 nm/fs. Approximating $\mathbf A$ by the Wannier centres on its diagonal reduces this to 0.0002 nm/fs in this film.

\section{A response formula that does not need band labels}

Let the electron charge be $-e$ and the static field $\mathbf E$, so the potential energy is $e\mathbf E\cdot\mathbf r$. All departures from equilibrium are assumed to relax with one time $\tau$, and $\Gamma=\hbar/\tau$. In the band group $\mathbf r$ acts as $i\partial_{\mathbf k}+\mathbf A$, hence
\begin{equation}
[\mathbf r,X]=i\,DX,\qquad DX=\partial_{\mathbf k}X-i[\mathbf A,X].
\end{equation}
By Eq.~(\ref{eq:v}), $DH=\hbar\mathbf v$. The stationary equation, linear in the field, is
\begin{equation}
\frac i\hbar[H,\rho_1]+\frac{\rho_1}\tau=-\frac{ie}\hbar\mathbf E\cdot[\mathbf r,\rho_0]=\frac e\hbar\mathbf E\cdot D\rho_0 ,\qquad \rho_0=f(H).
\label{eq:dm}
\end{equation}

To find $D\rho_0$, note that $D$ obeys the product rule. For a power of $H$,
\begin{equation}
(DH^p)_{nm}=\sum_{s=0}^{p-1}\varepsilon_n^s\,\hbar\mathbf v_{nm}\,\varepsilon_m^{p-1-s}
=\hbar\mathbf v_{nm}\frac{\varepsilon_n^p-\varepsilon_m^p}{\varepsilon_n-\varepsilon_m},
\end{equation}
where at equal energies the quotient means $p\varepsilon^{p-1}$. The Fermi function is smooth at $T>0$ and can be approximated, with its derivative, by polynomials on the bounded spectrum. Therefore
\begin{equation}
(D\rho_0)_{nm}=-\hbar\mathbf v_{nm}w_{nm},\qquad
w_{nm}=-\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m},
\end{equation}
with $w=-f'$ at equal energies. Put $\delta=\varepsilon_n-\varepsilon_m$. Multiplying Eq.~(\ref{eq:dm}) by $\hbar$ gives $(\Gamma+i\delta)\rho_{1,nm}=-e\hbar w_{nm}\mathbf E\cdot\mathbf v_{nm}$, so
\begin{equation}
\rho_{1,nm}=-e\tau\,w_{nm}L_{nm}\left(1-\frac{i\delta}\Gamma\right)\mathbf E\cdot\mathbf v_{nm},\qquad L_{nm}=\frac1{1+\delta^2/\Gamma^2}.
\end{equation}

The charge current is $-e\,\mathrm{Tr}(\rho_1\mathbf v)$. Time reversal pairs $\mathbf k$ with $-\mathbf k$ and replaces $v^j_{nm}v^i_{mn}$ by its real part. That real part is even under $n\leftrightarrow m$, whereas $\delta$ is odd, so the $i\delta/\Gamma$ term sums to zero. For independent electrons the heat current operator is $\tfrac12\{H-\mu,\mathbf v\}$, with elements $[(\varepsilon_n+\varepsilon_m)/2-\mu]\mathbf v_{nm}$. Both currents thus involve
\begin{equation}
K_p^{ij}=\frac{\tau}{\mathcal A}\sum_{\mathbf k,\,\mathrm{spin}}\sum_{nm}w_{nm}L_{nm}\left[\frac{\varepsilon_n+\varepsilon_m}2-\mu\right]^p\mathrm{Re}\,(v^i_{nm}v^j_{mn}),
\label{eq:K}
\end{equation}
where $\mathcal A$ is the film area. They are $\mathbf j=e^2K_0\mathbf E$ and $\mathbf j_Q=-eK_1\mathbf E$. The Peltier tensor is $\Pi=-K_1K_0^{-1}/e$. The Kelvin relation $S=\Pi^{T}/T$ gives
\begin{equation}
\sigma=e^2K_0,\qquad S=-\frac1{eT}K_0^{-1}K_1 ,
\end{equation}
because both $K_p$ are symmetric. For the interband part the Kelvin relation is an assumption added to this relaxation model. In Gaussian units the sheet conductance $\sigma$ is a velocity.

At one $k$ point of a gapped chain, Eq.~(\ref{eq:dm}) was also solved directly as a linear matrix equation. Both moments agree with Eq.~(\ref{eq:K}) to $1.4\times10^{-8}$ in units $t=a=\hbar=1$.

Within a degenerate space $w$, $L$ and the energy factor are constants, so the sum is a trace and does not depend on the eigenvectors chosen. For gaps much larger than $\Gamma$, $L\to0$ and the intraband Boltzmann formula ($n=m$) remains. The model has a fault there: $L$ falls only as $\Gamma^2/\delta^2$, so even a filled band below a gap keeps a small static conductance. This leakage must be sized in each application.

\section{When a small gap should not count}

Near a weakly avoided crossing let
\begin{equation}
h=\hbar vq\,\sigma_z+\frac\Delta2\sigma_x,\qquad \varepsilon_\pm=\pm\varepsilon,\quad \varepsilon^2=\hbar^2v^2q^2+\frac{\Delta^2}4 .
\end{equation}
The velocity operator is $v\sigma_z$. In the eigenbasis
\begin{equation}
v_{11}^2=v_{22}^2=v^2\frac{\hbar^2v^2q^2}{\varepsilon^2},\qquad |v_{12}|^2=v^2\frac{\Delta^2}{4\varepsilon^2}.
\end{equation}
Take $\Delta,\Gamma\ll k_BT$, so that $w$ has one value $w_0$ throughout the crossing. Without a gap the summand of $K_0/\tau$ is $2w_0v^2$. The intraband formula falls short of it by $2w_0v^2\Delta^2/4\varepsilon^2$. The interband terms return the fraction $L=\Gamma^2/(4\varepsilon^2+\Gamma^2)$, since the levels are $2\varepsilon$ apart. The remaining shortfall is
\begin{equation}
2w_0v^2\,\frac{\Delta^2}{4\varepsilon^2}\,\frac{4\varepsilon^2}{4\varepsilon^2+\Gamma^2}
=2w_0v^2\frac{\Delta^2}{4\hbar^2v^2q^2+\Delta^2+\Gamma^2}.
\label{eq:short}
\end{equation}
Since $\int dq/(4\hbar^2v^2q^2+c^2)=\pi/(2\hbar vc)$, the two losses are proportional to $\Delta^2/\Delta$ (the case $\Gamma=0$) and $\Delta^2/\sqrt{\Delta^2+\Gamma^2}$. Hence
\begin{equation}
\frac{\text{coherent loss}}{\text{intraband loss}}=\frac{\Delta}{\sqrt{\Delta^2+\Gamma^2}} .
\label{eq:ratio}
\end{equation}
When $\Delta\ll\Gamma$ the electron is usually scattered before the gap can turn it back, so until then it moves with the velocity it would have without the gap. When $\Delta\gg\Gamma$ the dip in the transport function is real. A chain with $\Delta=0.004$, $\Gamma=0.008$ and $k_BT=0.3$ (units of $t$) gives a ratio of 0.4461, against 0.4472 from Eq.~(\ref{eq:ratio}).

\section{How fine the mesh must be}

Equation~(\ref{eq:K}) contains no delta function, so its sum can be converged directly. Let $F(k)$ be the summand along one direction, with period $2\pi/a$ and Fourier coefficients $c_m$. Averaging $e^{imka}$ over $N$ equally spaced points gives one if $m$ is a multiple of $N$ and zero otherwise. The error is therefore $\sum_{l\neq0}c_{lN}$. Moving the integration path for $c_m$ off the real axis, up to the nearest singularity at distance $\kappa$, shows that
\begin{equation}
\text{error}\sim e^{-N\kappa a},
\end{equation}
up to a power of $N$. Three singularities compete:
\begin{align}
\text{Fermi window:}\quad &\hbar vq=i\pi k_BT, &\kappa&=\frac{\pi k_BT}{\hbar v},\\
\text{intraband crossing:}\quad &\varepsilon^2=0, &\kappa&=\frac{\Delta}{2\hbar v},\\
\text{coherent crossing:}\quad &4\varepsilon^2=-\Gamma^2, &\kappa&=\frac{\sqrt{\Delta^2+\Gamma^2}}{2\hbar v}.
\end{align}
The last follows from the denominator of Eq.~(\ref{eq:short}), in which the singularity at $\varepsilon^2=0$ has cancelled. As $\Delta\to0$ the decay rate of the intraband error goes to zero. A mesh with a point on the crossing is then left with the $1/N$ loss of the first section. On a fixed mesh that misses the crossing and is fine enough for the Fermi window, the error instead approaches the small loss that the gap causes in the intraband formula. The closer a mesh point lies to the crossing, the smaller $\Delta$ must be before this limit is reached, and until then the error can be much larger. For $\Delta<\Gamma$ the converged intraband value also overstates the loss caused by the gap, by the inverse of Eq.~(\ref{eq:ratio}), although that loss itself vanishes with $\Delta$.

The chain allows a test without linearization. With site energies $\pm\Delta/2$, $\varepsilon^2=\Delta^2/4+4t^2\cos^2(ka/2)$. At $k=\pi/a+i\kappa$ the squared cosine is $-\sinh^2(\kappa a/2)$, so the conditions become $4t\sinh(\kappa a/2)=\Delta$ and $4t\sinh(\kappa a/2)=\sqrt{\Delta^2+\Gamma^2}$. For $\Delta=0.1t$ and $\Gamma=0.3t$ they predict decay rates $\kappa a$ of 0.0500 and 0.1579; the measured rates are 0.0501 and 0.1580. For the window singularity, a single band $-2t\cos ka$ with $\mu=0$ and $k_BT=0.1t$ has $2t\sinh\kappa a=\pi k_BT$. This predicts 0.1564; the measured rate is 0.1566 after allowing for the factor $N$ that a double pole brings.

\section{How smearing imitates thermopower}

One substitute for a fine mesh is to broaden the transport function $\Xi(E)=\sum\delta(E-\varepsilon_n)v_n^2$ with a normalized Gaussian $g$ of width $\eta$. The energy factor in $K_1$ can then be attached in two places. Write $x=E-\mu$ and $y=\varepsilon_n-\mu$, and let $\Xi=\Xi_0+\Xi_1y$ across the window. The window $-f'$ is even, has unit area and has second moment $M_2=\pi^2k_B^2T^2/3$.

If the factor is the integration energy $x$, then
\begin{equation}
\int dx\,x(-f')\int dy\,g(x-y)(\Xi_0+\Xi_1y)=\int dx\,x(-f')(\Xi_0+\Xi_1x)=\Xi_1M_2 .
\end{equation}
The broadening has dropped out. If the factor is the band energy $y$, the weight is the broadened window $g*(-f')$. Variances add under convolution, so
\begin{equation}
\int dy\,y(\Xi_0+\Xi_1y)\,[g*(-f')](y)=\Xi_1(M_2+\eta^2).
\end{equation}
$K_0=\Xi_0$ in both cases. The second choice multiplies $S$ by
\begin{equation}
1+\frac{3\eta^2}{\pi^2k_B^2T^2}.
\label{eq:bias}
\end{equation}
For a two-dimensional parabolic band with $\mu=40k_BT$ and $\eta=1.2k_BT$, numerical integration gives factors of 1.00000 and 1.43771, and Eq.~(\ref{eq:bias}) gives 1.43771. On cooling at fixed $\eta$ the true thermopower falls as $T$, while the false part grows as $1/T$.

The first choice is safe only while $\Xi$ is nearly linear. A term $\tfrac12\Xi_2y^2$ changes $K_0$ by $\tfrac12\Xi_2\eta^2$, because broadening turns $y^2$ into $x^2+\eta^2$.

Cutting the window at $|x|=Xk_BT$ is a separate error. Far out $-f'\approx e^{-|x|/k_BT}/k_BT$, so the lost second moment, in units of $(k_BT)^2$, is
\begin{equation}
2\int_X^\infty s^2e^{-s}ds=2e^{-X}(X^2+2X+2),
\end{equation}
to be compared with $\pi^2/3$. At $X=5$ the loss is 15\%, and at $X=10$ it is 0.34\%. The area lost from $K_0$ is $2/(e^X+1)$, which is 1.3\% at $X=5$. For a transport function that is linear over the whole window, a conductivity correct to about 1\% can therefore go with an error of 14\% in $S$. A band that lies wholly inside the cut loses nothing.

\section{A patterned quantum-well channel}

Consider electrons of mass $m^*=0.067m$ in a film at 77 K with lateral potential
\begin{equation}
V=-A_x\cos\frac{2\pi x}p-A_y\cos\frac{2\pi y}p-A_{xy}\cos\frac{2\pi(x+y)}p-A_d\cos\frac{\pi x}p ,
\end{equation}
where $p=10$ nm and the amplitudes are 65, 90, 15 and 1 meV in that order. The last term makes alternate wells slightly different and doubles the cell along $x$ to 20 nm. Two minibands result, at least 65 meV below the third at every coarse-mesh point. With $\tau=200$ fs, $\Gamma=658/200=3.29$ meV, while $k_BT=6.64$ meV. The smallest minigap found on the finest mesh is 1.49 meV, less than half of $\Gamma$. The chemical potential is held 16 meV above the miniband bottom, which gives $7.0\times10^{11}$ electrons per cm$^2$.

On an $N\times N$ mesh the $xx$ components, $\sigma$ in $\mu$S and $S$ in $\mu$V/K, are:

\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{intraband} & \multicolumn{2}{c}{coherent}\\
$N$ & $\sigma$ & $S$ & $\sigma$ & $S$\\
12 & 259.60 & $-63.10$ & 307.55 & $-58.26$\\
24 & 280.77 & $-60.71$ & 308.75 & $-58.15$\\
48 & 285.83 & $-60.18$ & 308.79 & $-58.15$\\
192 & 286.16 & $-60.14$ & 308.79 & $-58.15$
\end{tabular}
\end{center}

Between $N=24$ and 48 the intraband error in $\sigma$ falls from 5.39 to 0.328 $\mu$S, a rate of $\ln(16.4)/24=0.117$ per point. Between $N=12$ and 24 the coherent error falls from 1.243 to 0.044 $\mu$S, a rate of 0.278. Their ratio is 2.4, and $\sqrt{\Delta^2+\Gamma^2}/\Delta=3.61/1.49=2.4$. By the linearized estimate, the Fermi window alone would need only three points along $x$ for an exponential factor of $10^{-4}$. The linearization is poor at so large a $\kappa$, and the film without alternation in fact needs about six. Either way, the mesh is spent on the avoided crossing.

Convergence does not settle which formula is right. At the same chemical potential, the film without alternation has $\sigma_{xx}=322.9$ $\mu$S and $S_{xx}=-57.1$ $\mu$V/K. The intraband formula attributes to the 1 meV alternation a loss of 36.8 $\mu$S, or 11\%; with coherence the loss is 14.1 $\mu$S, or 4\%. The ratio is 0.38, against 0.41 from Eq.~(\ref{eq:ratio}) with the smallest minigap. Exact agreement is not expected: that equation takes $w$ and the velocity as constant across the crossing, which requires $\Delta$ and $\Gamma$ to be small against the miniband width as well as against $k_BT$. By Eq.~(\ref{eq:short}) the loss falls only as $1/q^2$ away from the crossing, so the change of velocity across the narrow miniband is felt.

The full coherent tensors are
\begin{equation}
\sigma=\begin{pmatrix}308.8&-0.1\\-0.1&210.4\end{pmatrix}\mu\mathrm S,\qquad
S=\begin{pmatrix}-58.1&-0.030\\-0.055&-39.4\end{pmatrix}\mu\mathrm{V/K}.
\end{equation}
In Gaussian units $\sigma_{xx}=2.78\times10^8$ cm/s. The oblique potential hardly turns the axes. $S$ is not symmetric because a product of two symmetric matrices need not be.

Smearing was examined on the film without alternation, with $\eta=5$ meV and intraband terms. In the folded cell, intraband terms are ambiguous at mesh points lying exactly on a crossing, so these values are given to two figures. At 77 K the unsmeared $S_{xx}$ is $-57$ $\mu$V/K. Broadening gives $-53$ with the integration energy and $-64$ with the band energy. The first deviation shows that $\Xi$ is not linear over this window. At 10 K, with $\mu$ and $\tau$ unchanged, the three values are about $-14$, $-13$ and $-150$ $\mu$V/K. The last is about eleven times the unsmeared value, as Eq.~(\ref{eq:bias}) predicts. A large low-temperature thermopower has been made by $\eta$ alone.

\section{What the film leaves out}

The parameters are meant for a GaAs transistor channel on a cryogenic chip, and are rough. The areal density is ordinary, but it amounts to 0.7 electron per well. An unscreened estimate with dielectric constant 12.9 puts the Coulomb energy of two electrons in one well near 30 meV, about four times the hopping of 7 meV along $x$ and more than half the 51 meV width of the miniband. Unless a nearby gate screens it, such a film is strongly correlated, and the independent-electron values above are not predictions for it. A 10 nm lateral period is very demanding to fabricate. The lateral potential is also taken as uniform through the thickness of the well. A patterned gate could not provide this, because a potential of 10 nm period falls by a factor $e^{-2\pi}$, about 500, over 10 nm of depth; the modulation would have to be built into the well itself, for example through its composition. Even then, the potential swings by about 310 meV between its extremes, at least as much as the barriers of 0.2 to 0.3 eV considered below. Treating the lateral motion separately from the motion across the well is therefore an idealization, and the film is a test case for the method, not a device design. The mobility scale $e\tau/m^*=5250$ cm$^2$/Vs is far below that of a good unpatterned well at 77 K, roughly $10^5$ cm$^2$/Vs; it stands for assumed pattern disorder. With a $\tau$ twenty times longer, $\Gamma$ would be 0.16 meV, the minigap would be resolved, and the intraband formula would serve.

Of the assumptions whose effect was estimated here, the constant $\tau$ matters most. If $\tau$ varies as $E^{-1/2}$ or $E^{+1/2}$, with $E$ measured from the miniband bottom, $S_{xx}$ of the film without alternation moves from $-57$ to $-33$ or $-78$ $\mu$V/K. This exceeds every numerical error at 77 K discussed above, so the decimals of the table measure convergence and not predictive accuracy.

Nonparabolicity would raise the mass by roughly 10\% and so narrow the miniband. With $\mu$ held at a fixed height above the miniband bottom, this can change $S$ by nearly as much as an energy-dependent $\tau$ does; at fixed density the change is much smaller. Including four minibands of the undoubled cell in the intraband formula changes $S_{xx}$ by less than 0.01 $\mu$V/K. Adding their interband terms shifts it by 0.5 $\mu$V/K and $\sigma_{xx}$ by 0.2 $\mu$S. The lowest of these minibands, which holds nearly all the electrons, is separated from the others by much more than $\Gamma$, so this shift is taken as the size of the leakage in the relaxation model. For a 10 nm thick well with infinite walls the second subband would lie 168 meV above the first; finite barriers of 0.2 to 0.3 eV lower this to roughly 90 meV. The L valleys lie at least about 76 meV above $\mu$ by a rough estimate. Both are nearly empty at 77 K. Phonon drag, localization by disorder and the electrostatic response of the channel are not sized here, and phonon drag adds directly to a measured $S$.

The coherent formula should be used where gaps in the Fermi window are comparable with $\Gamma$ or smaller, provided that one relaxation time is an acceptable description of both populations and coherences. If all gaps there are much larger than $\Gamma$, the intraband sum is preferable, because it has no leakage. For the film, the linearized estimates with the largest velocity along $x$ ask for about 91 points along $x$ (intraband) and 38 (coherent) for an exponential factor of $10^{-4}$; their rates, 0.10 and 0.24 per point, lie somewhat below the measured 0.117 and 0.278.

\section*{Table of computed values}
\begin{verbatim}
density-matrix check, largest difference: 1.4e-08
chain N=40: K0/tau primitive 0.31285, sorted diff 0.25035
decay per mesh point, thermal: 0.1566 theory 0.1564
decay, intraband gap: 0.0501 theory 0.0500
decay, coherent gap: 0.1580 theory 0.1579
loss ratio coherent/intraband: 0.4461 theory 0.4472
smearing 1.2 kT, K1 ratio: good 1.00000, bad 1.43771, theory 1.43771
lost second moment, cut 5 kT: 15.07 %, 10 kT: 0.337 %
mass 0.067 m, well spacing 10.0 nm, T 77.0 K, tau 200.0 fs
potential amplitudes x,y,xy,alternation: 65 90 15 1 meV
kT 6.635 meV, hbar/tau 3.291 meV
mobility scale e tau/m*: 5250 cm2/Vs
gap to third miniband, smallest direct: 65.3 meV
interpolation error: energy 1.8e-06 meV, velocity 6.2e-07 nm/fs
diagonal dH/dk minus velocity: 5.7e-07 nm/fs
off-diagonal error: dH/dk 0.2069, with centres 0.00021 nm/fs
mu above miniband bottom: 16.0 meV
electron density: 6.992e+11 cm^-2
smallest minigap on mesh: 1.492 meV
largest x velocity: 0.2238 nm/fs
x mesh for exponential factor 1e-4, thermal: 3
x mesh for exponential factor 1e-4, intraband gap: 91
x mesh for exponential factor 1e-4, coherent gap: 38
mesh N x N: sigma_xx (uS), S_xx (uV/K), intraband then coherent
    12: 259.6032 -63.0996 | 307.5496 -58.2620
    24: 280.7669 -60.7126 | 308.7482 -58.1532
    48: 285.8293 -60.1757 | 308.7925 -58.1489
    96: 286.1561 -60.1390 | 308.7925 -58.1489
   192: 286.1575 -60.1389 | 308.7925 -58.1489
coherent sigma xx,yy,xy: 308.793 210.430 -0.125 uS
coherent S xx,yy,xy,yx: -58.149 -39.361 -0.030 -0.055 uV/K
intraband sigma xx,yy,xy: 286.157 210.430 -0.116 uS
intraband S xx,yy,xy,yx: -60.139 -39.361 -0.028 -0.049 uV/K
no alternation sigma xx,yy,xy: 322.918 210.654 -0.130 uS
no alternation S xx,yy,xy,yx: -57.142 -39.604 -0.031 -0.058 uV/K
coherent sigma_xx in Gaussian units: 2.775e+08 cm/s
film loss ratio: 0.384, small-gap theory 0.413
smearing width 5 meV; S_xx true, good, bad (uV/K); linear-theory factor
  T 77 K: -57.164 -52.749 -63.843; 1.173
  T 10 K: -13.950 -13.365 -150.839; 11.233
four minibands, intraband: sigma_xx 322.919 uS, S_xx -57.147 uV/K
four minibands, coherent: sigma_xx 323.157 uS, S_xx -57.675 uV/K
S_xx for tau ~ E^-1/2, E^+1/2: -32.73, -77.87 uV/K
nonparabolic mass rise, rough: 10 %
second well subband above first: 168 meV, Boltzmann factor from mu 1.1e-10
L valleys above mu, rough lower bound: 76 meV, Boltzmann factor 1.1e-05
\end{verbatim}
